# Linearization error in LAPW: wave functions and eigenvalues: a numerical check

```python
"""Linearization error of the LAPW method, tested in a spherical cell.

Result under test: with u and udot at energy E inside the sphere, joined in
value and slope to the interstitial basis, the wave-function error is of order
d^2 and the eigenvalue error of order d^4, where d = eps - E and eps is the
exact level. Leading coefficient of the eigenvalue error:
  A^2 [ <udot|uddot>/2 - p^2 sum_i b_i^2/(theta_i - eps) ],  p = <udot|udot>,
A = amplitude of the exact state on the normalised sphere solution,
theta_i, b_i = other Ritz values and their udot amplitudes at E = eps.
Hartree atomic units. Radial functions f(r) carry the weight r^2.
"""
import numpy as np
from math import factorial
from numpy.polynomial import polynomial as poly, legendre as leg
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn

L = 1                      # angular momentum
Z, RANGE = 4.0, 1.0        # V = -(Z/r) exp(-r/RANGE) in the sphere, 0 outside
R, RC = 2.0, 3.0           # sphere radius, cell radius
NBASIS = 10                # interstitial polynomials
NTERMS = 120               # power-series terms; the series converges slowly
HARTREE_EV = physical_constants["Hartree energy in eV"][0]

x, wx = leg.leggauss(60)
r_in = np.append(0.5 * R * (x + 1), R)      # last point: the boundary,
w_in = np.append(0.5 * R * wx, 0.0)         # with zero quadrature weight
x_out, wx_out = leg.leggauss(40)
r_out = 0.5 * (RC - R) * (x_out + 1) + R
w_out = 0.5 * (RC - R) * wx_out
rv = np.array([-Z * (-1 / RANGE) ** j / factorial(j) for j in range(NTERMS)])


def dot_in(f, g):
    return np.sum(w_in * r_in**2 * f * g)


def energy_in(f, df, g, dg):
    """Energy form of the sphere, kinetic part written with gradients."""
    kinetic = 0.5 * (r_in**2 * df * dg + L * (L + 1) * f * g)
    potential = -Z * r_in * np.exp(-r_in / RANGE) * f * g
    return np.sum(w_in * (kinetic + potential))


def sphere_functions(E):
    """Values and slopes of u, udot, uddot for the normalised solution."""
    c = np.zeros((3, NTERMS))
    c[0, 0] = 1.0
    for k in range(1, NTERMS):
        for m in range(3):
            s = 2 * np.dot(rv[:k], c[m, k - 1::-1])
            if k > 1:
                s -= 2 * E * c[m, k - 2]
                if m > 0:
                    s -= 2 * m * c[m - 1, k - 2]
            c[m, k] = s / (k * (k + 2 * L + 1))
    # the last term must be negligible, also in the slope
    assert np.max(abs(c[:, -1])) * NTERMS * R**NTERMS < 1e-14
    full = np.hstack([np.zeros((3, L)), c])
    raw = np.array([[poly.polyval(r_in, a), poly.polyval(r_in, poly.polyder(a))]
                    for a in full])
    norm2 = dot_in(raw[0, 0], raw[0, 0])
    n0 = norm2 ** -0.5
    n1 = -n0 * dot_in(raw[0, 0], raw[1, 0]) / norm2
    u = n0 * raw[0]
    u1 = n0 * raw[1] + n1 * raw[0]
    t = n0 * raw[2] + 2 * n1 * raw[1]
    u2 = t - (dot_in(u1[0], u1[0]) + dot_in(u[0], t[0])) * u
    both = np.array([u, u1, u2])
    return both[:, 0], both[:, 1]


def outer_solution(eps, r):
    """Free solution with zero slope at the cell radius, and its slope."""
    k = np.sqrt(2 * eps + 0j)
    z, zc = k * np.asarray(r, dtype=float), k * RC
    jc, yc = spherical_jn(L, zc, True), spherical_yn(L, zc, True)
    f = k**2 * (spherical_jn(L, z) * yc - spherical_yn(L, z) * jc)
    df = k**3 * (spherical_jn(L, z, True) * yc - spherical_yn(L, z, True) * jc)
    return f.real, df.real


def mismatch(eps):
    f, df = sphere_functions(eps)
    g, dg = outer_solution(eps, R)
    return float(df[0, -1] * g - f[0, -1] * dg)


def exact_state(eps):
    f, df = sphere_functions(eps)
    g_R = outer_solution(eps, R)[0]
    outside = outer_solution(eps, r_out)[0] * f[0, -1] / g_R
    A = (1 + np.sum(w_out * r_out**2 * outside**2)) ** -0.5
    return {"eps": eps, "A": A, "in": A * f[0], "din": A * df[0],
            "out": A * outside}


# interstitial polynomials
scale = 2 / (RC - R)
eye = np.eye(NBASIS)
B = np.array([leg.legval(x_out, e) for e in eye])
dB = np.array([scale * leg.legval(x_out, leg.legder(e)) for e in eye])
B_R = np.array([leg.legval(-1.0, e) for e in eye])
dB_R = np.array([scale * leg.legval(-1.0, leg.legder(e)) for e in eye])
S_out = (B * w_out * r_out**2) @ B.T
H_out = 0.5 * ((dB * w_out * r_out**2) @ dB.T + L * (L + 1) * (B * w_out) @ B.T)


def ritz(E, use_udot=True):
    """Variational levels; sphere and interstitial coefficients; u, udot."""
    f, df = sphere_functions(E)
    if use_udot:
        M = np.array([f[:2, -1], df[:2, -1]])
        C = np.linalg.solve(M, np.array([B_R, dB_R]))
    else:
        C = np.array([B_R / f[0, -1], 0 * B_R])
    S2 = np.array([[dot_in(f[i], f[j]) for j in (0, 1)] for i in (0, 1)])
    H2 = np.array([[energy_in(f[i], df[i], f[j], df[j]) for j in (0, 1)]
                   for i in (0, 1)])
    H, S = H_out + C.T @ H2 @ C, S_out + C.T @ S2 @ C
    H, S = (H + H.T) / 2, (S + S.T) / 2
    vec = eigh(H, S)[1]
    # Rayleigh quotients of the eigenvectors carry less rounding error
    theta = np.sum(vec * (H @ vec), axis=0) / np.sum(vec * (S @ vec), axis=0)
    return theta, C @ vec, vec, f


def ritz_errors(state, d, use_udot=True):
    """Eigenvalue error, wave-function error, all Ritz values, index."""
    theta, ab, vec, f = ritz(state["eps"] - d, use_udot)
    n = int(np.argmin(abs(theta - state["eps"])))
    inside, outside = ab[:, n] @ f[:2], vec[:, n] @ B
    overlap = (dot_in(inside, state["in"])
               + np.sum(w_out * r_out**2 * outside * state["out"]))
    s = np.sign(overlap)
    di, do = s * inside - state["in"], s * outside - state["out"]
    wave = np.sqrt(dot_in(di, di) + np.sum(w_out * r_out**2 * do**2))
    return theta[n] - state["eps"], wave, theta, n


def matched_trial(state, d):
    """Exact state outside, a u + b udot inside, matched in value and slope."""
    f, df = sphere_functions(state["eps"] - d)
    M = np.array([f[:2, -1], df[:2, -1]])
    a, b = np.linalg.solve(M, [state["in"][-1], state["din"][-1]])
    phi, dphi = a * f[0] + b * f[1], a * df[0] + b * df[1]
    e, de = phi - state["in"], dphi - state["din"]
    form = energy_in(e, de, e, de) - state["eps"] * dot_in(e, e)
    p = dot_in(f[1], f[1])
    # the same number from the closed form of the residual
    assert abs(form - (a * (b - a * d) - d * b * b * p)) < 1e-11
    norm2 = dot_in(phi, phi) + 1 - state["A"] ** 2
    residual2 = ((b - a * d) ** 2 + (d * b) ** 2 * p) / norm2
    # distance of the exact state in the sphere from span(u, udot)
    rest = state["in"] - dot_in(f[0], state["in"]) * f[0]
    rest = rest - dot_in(f[1], rest) / p * f[1]
    return form / norm2, np.sqrt(dot_in(e, e)), residual2, dot_in(rest, rest)


def even_limit(func, d):
    """Limit d -> 0 from the means over +d,-d and +d/2,-d/2."""
    m1 = 0.5 * (func(d) + func(-d))
    m2 = 0.5 * (func(d / 2) + func(-d / 2))
    return (4 * m2 - m1) / 3


def exponent(func, d):
    return np.log2((func(d) + func(-d)) / (func(d / 2) + func(-d / 2)))


# exact levels
grid = np.arange(-8.033, 12.0, 0.1)
values = [mismatch(e) for e in grid]
roots = [brentq(mismatch, grid[i], grid[i + 1], xtol=1e-14, rtol=1e-14)
         for i in range(len(grid) - 1) if values[i] * values[i + 1] < 0]
states = [exact_state(e) for e in roots[:2]]
for nodes, st in enumerate(states):
    line = np.concatenate([st["in"], st["out"]])
    assert np.sum(line[1:] * line[:-1] < 0) == nodes
gap = roots[1] - roots[0]
print(f"model: l={L}, Z={Z}, range={RANGE} bohr, R={R}, Rc={RC} bohr")
print(f"interstitial polynomials: {NBASIS}")
print(f"exact levels: {roots[0]:.8f}  {roots[1]:.8f} Ha; gap {gap:.6f} Ha")

for number, st in enumerate(states, 1):
    eps, A = st["eps"], st["A"]
    f, df = sphere_functions(eps)
    h = 1e-3
    up, dn = sphere_functions(eps + h)[0][0], sphere_functions(eps - h)[0][0]
    assert np.max(abs((up - dn) / (2 * h) - f[1])) < 1e-5
    assert np.max(abs((up - 2 * f[0] + dn) / h**2 - f[2])) < 1e-5
    p, q = dot_in(f[1], f[1]), dot_in(f[1], f[2])
    wronskian = R**2 * (df[0, -1] * f[1, -1] - f[0, -1] * df[1, -1])
    assert abs(wronskian - 2) < 1e-10
    assert abs(f[2, -1] + 3 * p * f[0, -1]) < 1e-10
    assert abs(df[2, -1] + 3 * p * df[0, -1]) < 1e-10
    print(f"--- level {number}: sphere weight A^2 = {A**2:.6f}")
    print(f"p=<udot|udot> = {p:.6f} Ha^-2, <udot|uddot> = {q:.6f} Ha^-3")
    print(f"R^2(u'udot-u udot') = {wronskian:.8f} (a.u.)")

    # leading coefficients against the computed errors
    theta, ab, _, _ = ritz(eps)
    n = int(np.argmin(abs(theta - eps)))
    assert abs(theta[n] - eps) < 1e-10      # the space at E = eps holds psi
    others = np.arange(NBASIS) != n
    relax = p**2 * np.sum(ab[1, others] ** 2 / (theta[others] - eps))
    c_trial, c_ritz = A**2 * q / 2, A**2 * (q / 2 - relax)
    w = f[2] + 3 * p * f[0]
    c_wave = 0.5 * A * np.sqrt(dot_in(w, w))
    n_trial = even_limit(lambda d: matched_trial(st, d)[0] / d**4, 0.2)
    n_wave = even_limit(lambda d: matched_trial(st, d)[1] / d**2, 0.2)
    n_ritz = even_limit(lambda d: ritz_errors(st, d)[0] / d**4, 0.2)
    assert abs(n_trial / c_trial - 1) < 0.02
    assert abs(n_wave / c_wave - 1) < 0.02
    assert abs(n_ritz / c_ritz - 1) < 0.02
    print(f"trial wave coeff: formula {c_wave:.6f}, limit {n_wave:.6f} Ha^-2")
    print(f"trial energy coeff: {c_trial:.4e}, limit {n_trial:.4e} Ha^-3")
    print(f"LAPW energy coeff: {c_ritz:.4e}, limit {n_ritz:.4e} Ha^-3")

    # exponents of the variational errors
    k_e = exponent(lambda d: ritz_errors(st, d)[0], 0.1)
    k_w = exponent(lambda d: ritz_errors(st, d)[1], 0.1)
    assert abs(k_e - 4) < 0.1 and abs(k_w - 2) < 0.1
    print(f"LAPW exponents: energy {k_e:.3f}, wave function {k_w:.3f}")

    # rigorous bounds; 1e-11 allows for rounding in the diagonalization
    print("d/Ha, energy error/Ha, wave error" +
          (", lower, upper bound/Ha" if number == 1 else ""))
    for d in (0.4, 0.2, 0.1, 0.05, -0.05, -0.1, -0.2, -0.4):
        err, wave, theta, n = ritz_errors(st, d)
        shift, _, res2, dist2 = matched_trial(st, d)
        g = np.min(abs(np.delete(theta, n) - eps - shift))
        assert res2 < g**2
        assert abs(err - shift) <= res2 / g / (1 - res2 / g**2) + 1e-11
        text = f"{d:+.2f}  {err:.4e}  {wave:.4e}"
        if number == 1:
            assert gap * dist2 - 1e-11 <= err <= shift + 1e-11
            sine2 = wave**2 - wave**4 / 4
            assert dist2 - 1e-11 <= sine2 <= err / gap + 1e-11
            text += f"  {gap * dist2:.4e}  {shift:.4e}"
        print(text)

# contrast: u alone, matched in value only
first = states[0]
k_e = exponent(lambda d: ritz_errors(first, d, False)[0], 0.1)
k_w = exponent(lambda d: ritz_errors(first, d, False)[1], 0.1)
assert abs(k_e - 2) < 0.1 and abs(k_w - 1) < 0.1
print("--- level 1, u alone against u and udot")
print(f"u-alone exponents: energy {k_e:.3f}, wave function {k_w:.3f}")
e_u, e_lapw = ritz_errors(first, 0.1, False)[0], ritz_errors(first, 0.1)[0]
print(f"energy error at d=0.1 Ha, u alone: {e_u:.4e} Ha")
print(f"  = {e_u * HARTREE_EV * 1e3:.4f} meV")
print(f"energy error at d=0.1 Ha, LAPW: {e_lapw:.4e} Ha")
print(f"  = {e_lapw * HARTREE_EV * 1e3:.3e} meV")
print("PASS")
```

Output:

```
model: l=1, Z=4.0, range=1.0 bohr, R=2.0, Rc=3.0 bohr
interstitial polynomials: 10
exact levels: 0.02940687  0.94990861 Ha; gap 0.920502 Ha
--- level 1: sphere weight A^2 = 0.442466
p=<udot|udot> = 0.207317 Ha^-2, <udot|uddot> = 0.149694 Ha^-3
R^2(u'udot-u udot') = 2.00000000 (a.u.)
trial wave coeff: formula 0.178316, limit 0.178325 Ha^-2
trial energy coeff: 3.3117e-02, limit 3.3115e-02 Ha^-3
LAPW energy coeff: 1.1725e-02, limit 1.1725e-02 Ha^-3
LAPW exponents: energy 4.003, wave function 2.001
d/Ha, energy error/Ha, wave error, lower, upper bound/Ha
+0.40  2.1645e-04  7.3669e-03  1.5864e-05  4.6576e-04
+0.20  1.5971e-05  1.8814e-03  1.0964e-06  3.9079e-05
+0.10  1.0825e-06  4.7581e-04  7.2052e-08  2.8409e-06
+0.05  7.0426e-08  1.1969e-04  4.6175e-09  1.9165e-07
-0.05  7.6231e-08  1.2131e-04  4.8546e-09  2.2364e-07
-0.10  1.2684e-06  4.8879e-04  7.9641e-08  3.8676e-06
-0.20  2.1928e-05  1.9868e-03  1.3395e-06  7.2355e-05
-0.40  4.0838e-04  8.2530e-03  2.3680e-05  1.5820e-03
--- level 2: sphere weight A^2 = 0.606907
p=<udot|udot> = 0.582814 Ha^-2, <udot|uddot> = 0.141643 Ha^-3
R^2(u'udot-u udot') = 2.00000000 (a.u.)
trial wave coeff: formula 0.463859, limit 0.463819 Ha^-2
trial energy coeff: 4.2982e-02, limit 4.2985e-02 Ha^-3
LAPW energy coeff: 5.4044e-02, limit 5.4035e-02 Ha^-3
LAPW exponents: energy 4.006, wave function 2.008
d/Ha, energy error/Ha, wave error
+0.40  9.8612e-04  1.5090e-02
+0.20  7.2739e-05  4.0269e-03
+0.10  4.9507e-06  1.0471e-03
+0.05  3.2318e-07  2.6773e-04
-0.05  3.5334e-07  2.8217e-04
-0.10  5.9197e-06  1.1643e-03
-0.20  1.0423e-04  5.0165e-03
-0.40  2.0632e-03  2.4804e-02
--- level 1, u alone against u and udot
u-alone exponents: energy 2.013, wave function 1.001
energy error at d=0.1 Ha, u alone: 3.3095e-03 Ha
  = 90.0563 meV
energy error at d=0.1 Ha, LAPW: 1.0825e-06 Ha
  = 2.946e-02 meV
PASS
```
